# An upper bound on excitation energies coupled to the electron density, part 1

(Sections cited here and not found follow in the second part.)

## First half: the inequality and the first moment

### 1. The form of the answer

Electrons that absorb energy from a weak disturbance of wavevector $\mathbf q$ have an average absorbed energy, weighted by how strongly each excitation responds. From $\hbar$, the electron mass $m$ and $q=|\mathbf q|$ one can form a single energy, up to a number: $\hbar^2q^2/m$. The electron charge and the lengths contained in the potential would allow many others, so dimensions alone do not settle the matter. The algebra of the density operator does.

Let $\mathbf r_j$ and $\mathbf p_j$ be the position and momentum of electron $j$. The density operator at wavevector $\mathbf q$ is

$$\rho_{\mathbf q}=\sum_{j=1}^{N}e^{-i\mathbf q\cdot\mathbf r_j}.$$

It contains positions and no momenta. It therefore commutes with any potential energy that is a function of the positions. The kinetic energy is quadratic in the momenta, and each commutator with a function of position lowers that power by one. Two commutators, one with $\rho_{\mathbf q}$ and one with its adjoint, leave no momentum at all, and the opposite phase factors of each electron cancel. What remains is a number with the dimension of energy, built from $\hbar$, $m$ and $q$. It is a sum over electrons, because the kinetic energy is such a sum. The energy-weighted strength is a fixed fraction of this number (one half, as Section 8 shows), so it must have the form $cN\hbar^2q^2/m$.

One free electron at rest fixes $c$. It receives a momentum of magnitude $\hbar q$ and the energy $\hbar^2q^2/2m$, with unit strength, so $c=1/2$. Dividing by the total strength $m_0$, which has no dimension, gives the form of the bound:

$$\Delta(\mathbf q)\le\frac{N\hbar^2q^2/2m}{m_0(\mathbf q)}.$$

Here $\Delta(\mathbf q)$ is the lowest excitation energy that the density operator reaches. The argument does not show why the average involves two commutators, nor what must be counted in $m_0$. Both points carry conditions.

### 2. The system and its ground state

The Hamiltonian is

$$H=\sum_{j=1}^{N}\frac{\mathbf p_j^2}{2m}+U(\mathbf r_1,\ldots,\mathbf r_N),$$

with $U$ real. It includes the attraction to fixed nuclei and the repulsion between electrons. It is local: it multiplies the wave function by a function of the positions. There is no magnetic field and no spin-orbit coupling.

The eigenstates are $|n\rangle$ with energies $E_n$, and the ground state $|0\rangle$ is normalized and nondegenerate. Complex conjugation of the spatial functions, in a fixed real spin basis, leaves $H$ unchanged. It turns $|0\rangle$ into a state of the same energy, which can differ from $|0\rangle$ by a phase factor and nothing more. Choosing the overall phase suitably makes every spatial component of the ground state real. This reality is used in the first moment.

The wavevector is nonzero. Wave functions either vanish far away or obey periodic boundary conditions with which $\mathbf q$ is compatible. In both cases the surface terms of the integrations by parts vanish.

### 3. Strengths and moments

A weak external potential that varies as a plane wave couples to the electrons through $\rho_{\mathbf q}$ or its adjoint. By the golden rule, the rate of a transition from the ground state to $|n\rangle$ is proportional to the squared matrix element. This motivates the inelastic dynamic structure factor

$$S(\mathbf q,E)=\sum_{n\ne0}|\langle n|\rho_{\mathbf q}|0\rangle|^2\,\delta(E-E_n+E_0).$$

It is not divided by $N$ here. Its moments are

$$m_k(\mathbf q)=\int_0^\infty E^k S(\mathbf q,E)\,dE
=\sum_{n\ne0}(E_n-E_0)^k|\langle n|\rho_{\mathbf q}|0\rangle|^2.$$

Thus $m_0$ has no dimension and $m_1$ is an energy. Dividing $S$ by $N$ would divide both moments by $N$ and leave their ratio alone.

The zeroth moment needs no excited state. Completeness, $\sum_n|n\rangle\langle n|=1$, gives

$$\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2
=\langle0|\rho_{\mathbf q}^\dagger\rho_{\mathbf q}|0\rangle .$$

The term $n=0$ on the left is $|F|^2$, where $F(\mathbf q)=\langle0|\rho_{\mathbf q}|0\rangle$ is the Fourier transform of the ground-state density. Moving it to the right gives

$$m_0=\langle0|\rho_{\mathbf q}^\dagger\rho_{\mathbf q}|0\rangle-|F|^2 .$$

### 4. Why the elastic line is removed

The term $|F|^2$ describes scattering that leaves the electrons in their ground state. In a uniform liquid it vanishes for $\mathbf q\ne0$, because a constant density has no such Fourier component. In an atom or a molecule it generally does not vanish. In a perfect crystal it can differ from zero only if $\mathbf q$ is a reciprocal lattice vector.

If the elastic line is kept, it adds $|F|^2$ to the zeroth moment and nothing to the first, since its energy is zero. The ratio then bounds the lowest energy in a spectrum that contains zero, which says nothing about excitations. For a localized system at small $q$ the failure is severe: $F\to N$, so the unsubtracted ratio tends to

$$\frac{N\hbar^2q^2/2m}{N^2}=\frac{\hbar^2q^2}{2mN}\to0,$$

while the excitation energies stay where they are. The bound on excitations holds for the ratio with the elastic line removed.

If the ground level were degenerate, transitions within it would also have zero energy. The projection on the whole level would have to be subtracted in place of $|F|^2$.

### 5. The inequality

Let $\Delta(\mathbf q)$ be the lowest excitation energy with nonzero strength. For a continuous spectrum it is the lower edge of the region where $S$ has weight. Subtract $\Delta m_0$ from $m_1$:

$$m_1-\Delta m_0=\sum_{n\ne0}(E_n-E_0-\Delta)\,|\langle n|\rho_{\mathbf q}|0\rangle|^2 .$$

A term with zero strength contributes nothing, whatever its energy. In a term with nonzero strength the bracket is at least zero, by the definition of $\Delta$. The sum is therefore not negative. Dividing by $m_0>0$ gives

$$\Delta(\mathbf q)\le\frac{m_1(\mathbf q)}{m_0(\mathbf q)} .$$

The condition $m_0>0$ is fulfilled whenever $m_1>0$, because a spectrum without strength has no first moment. Section 7 shows that $m_1$ is positive for every nonzero $q$.

Equality requires every term of the sum to vanish, so that all strength lies at the single energy $\Delta$. Otherwise the excess can be written with the share $w$ of the strength that lies at $\Delta$ and the mean energy $\bar E$ of the rest. Since $m_1/m_0=w\Delta+(1-w)\bar E$,

$$\frac{m_1}{m_0}-\Delta=(1-w)(\bar E-\Delta).$$

The bound is close if the lowest coupled state holds nearly all the strength and the rest does not lie very far above it, or if all the remaining strength lies just above it.

The ratio guarantees that some strength lies at or below $m_1/m_0$. It does not guarantee a gap: a large ratio is compatible with a weak excitation at very low energy. Nor does it locate a peak, since a mean can fall between two peaks.

It does limit the strength far above the mean. If $m_0^{>}$ is the strength at energies above some $E_c>0$, then $m_1\ge E_c m_0^{>}$, and hence

$$\frac{m_0^{>}}{m_0}\le\frac{m_1/m_0}{E_c}.$$

At most half the strength lies above twice the mean energy.

### 6. The same result as a trial state

Consider

$$|\chi\rangle=(\rho_{\mathbf q}-F)|0\rangle .$$

It is orthogonal to the ground state, because $\langle0|\chi\rangle=F-F=0$. Its squared norm is

$$\langle\chi|\chi\rangle=\langle\rho_{\mathbf q}^\dagger\rho_{\mathbf q}\rangle-F^*F-FF^*+|F|^2=m_0 ,$$

where angle brackets without a state denote ground-state averages. The constant $F$ drops out of $(H-E_0)|\chi\rangle$, since $(H-E_0)|0\rangle=0$. It drops out on the left for the same reason, and

$$\langle\chi|H-E_0|\chi\rangle=\langle\rho_{\mathbf q}^\dagger(H-E_0)\rho_{\mathbf q}\rangle=m_1 .$$

The ratio $m_1/m_0$ is thus the mean excitation energy of a ground state modulated by a density wave. The subtraction of $F$ makes the trial state orthogonal to the ground state, which is the same operation as the removal of the elastic line.

### 7. The first moment

Write the modulated wave function as $f\psi_0$, where $\psi_0$ is a real spatial component of the ground state and $f=\rho_{\mathbf q}$ is now an ordinary function of the positions. For each electron the product rule gives

$$\nabla_j^2(f\psi_0)=f\nabla_j^2\psi_0+2\nabla_jf\cdot\nabla_j\psi_0+\psi_0\nabla_j^2f .$$

Insert this into $(H-E_0)f\psi_0$. The terms in which $f$ is undifferentiated combine to $f(H-E_0)\psi_0=0$; this is the place where $U$ drops out, because a local $U$ commutes with $f$. There remains

$$(H-E_0)f\psi_0=-\frac{\hbar^2}{2m}\sum_j\left(\psi_0\nabla_j^2f+2\nabla_jf\cdot\nabla_j\psi_0\right).$$

Multiply by $f^*\psi_0$. Since $\psi_0$ is real,

$$\psi_0\left(\psi_0\nabla_j^2f+2\nabla_jf\cdot\nabla_j\psi_0\right)=\nabla_j\cdot\left(\psi_0^2\nabla_jf\right).$$

Integrating over all positions and summing over the spin components, which is implied below, one finds

$$m_1=-\frac{\hbar^2}{2m}\sum_j\int f^*\,\nabla_j\cdot(\psi_0^2\nabla_jf)
=\frac{\hbar^2}{2m}\sum_j\int\psi_0^2|\nabla_jf|^2 .$$

The integration by parts supplies the second minus sign. The derivative with respect to $\mathbf r_j$ acts on one term of $\rho_{\mathbf q}$:

$$\nabla_jf=-i\mathbf q\,e^{-i\mathbf q\cdot\mathbf r_j},\qquad |\nabla_jf|^2=q^2 .$$

The integrals reduce to the normalization of the ground state, once for each electron:

$$m_1(\mathbf q)=\frac{N\hbar^2q^2}{2m}.$$

This is the f-sum rule. The interaction affects the energies and the strengths separately, but not this weighted sum.

### 8. What time reversal contributes

The commutator route shows what happens without a real ground state. Moving a plane wave past the momentum gives $\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\hbar\mathbf q)$. Applying this twice yields

$$[H,\rho_{\mathbf q}]=\sum_je^{-i\mathbf q\cdot\mathbf r_j}
\left(\frac{\hbar^2q^2}{2m}-\frac{\hbar\,\mathbf q\cdot\mathbf p_j}{m}\right).$$

In the commutator with $\rho_{\mathbf q}^\dagger$ the first term drops out. For the second, $[e^{i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=-\hbar q^2e^{i\mathbf q\cdot\mathbf r}$, so

$$[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]=\frac{N\hbar^2q^2}{m}.$$

Written out and averaged in the ground state, the left side is

$$\langle\rho_{\mathbf q}^\dagger(H-E_0)\rho_{\mathbf q}\rangle+\langle\rho_{\mathbf q}(H-E_0)\rho_{\mathbf q}^\dagger\rangle=m_1(\mathbf q)+m_1(-\mathbf q),$$

because $\rho_{\mathbf q}^\dagger=\rho_{-\mathbf q}$. The sum of the two first moments is fixed for any local $U$. Time reversal makes them equal. A free electron with momentum $\mathbf p$ shows the difference: its energy changes by $\hbar^2q^2/2m-\hbar\mathbf q\cdot\mathbf p/m$, which depends on the sign of $\mathbf q$.

### 9. Nonlocal potentials

An effective potential that acts as an integral operator does not commute with $\rho_{\mathbf q}$. Take one electron and add $V=-\lambda|g\rangle\langle g|$ with $\lambda>0$ and a real function $g$. With $e_q=e^{-i\mathbf q\cdot\mathbf r}$ and a real ground state $\psi$, the first moment gains the term

$$\langle e_q^\dagger Ve_q\rangle-\langle V\rangle
=\lambda\left(|\langle g|\psi\rangle|^2-|\langle g|e_q|\psi\rangle|^2\right).$$

If $g$ and $\psi$ are both positive, the phase factor can only reduce the overlap, and the addition is not negative. For the normalized Gaussian $g\propto e^{-x^2/4s^2}$ with $s=0.05$ nm in the bond potential of Section 15, with $\lambda=10$ eV and $q=10\ \mathrm{nm^{-1}}$, the first moment is 1.68 times $\hbar^2q^2/2m$. The inequality of Section 5 survives, provided that this true first moment is used.

## Second half: structure factor, limits and a polar bond

### 10. Symbols and results carried over

The density operator is $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$ for $N$ electrons of mass $m$, and $F=\langle\rho_{\mathbf q}\rangle$ is its average in the real, nondegenerate ground state $|0\rangle$. The inelastic moments $m_0$ and $m_1$ exclude the elastic line. The lowest excitation energy with nonzero strength is $\Delta$. For a local potential at zero temperature,

$$\Delta\le\frac{m_1}{m_0},\qquad m_1=\frac{N\hbar^2q^2}{2m},\qquad
m_0=\langle\rho_{\mathbf q}^\dagger\rho_{\mathbf q}\rangle-|F|^2 .$$

If a share $w$ of the strength lies at $\Delta$ and the rest has mean energy $\bar E$, then $m_1/m_0-\Delta=(1-w)(\bar E-\Delta)$.

### 11. Correlation in the denominator

Multiplying out the two sums in $\rho_{\mathbf q}^\dagger\rho_{\mathbf q}$ gives $N$ terms equal to one, from each electron with itself, and a pair term:

$$m_0=N+G-|F|^2,\qquad
G(\mathbf q)=\Big\langle\sum_{j\ne l}e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}\Big\rangle .$$

All knowledge of the interacting ground state enters the bound through $G$ and $F$. Electrons that avoid one another change $G$ and with it the mean energy of a density wave.

An approximate $m_0$ does not inherit the guarantee. For two electrons in one real orbital, each contributes $F/2$, so $G=2|F/2|^2=|F|^2/2$ and $m_0=2-|F|^2/2$. If the true state is correlated, this expression can be too large even when the density, and hence $F$, is correct. The ratio is then too small and may fall below $\Delta$. Section 16 contains such a case.

For a local potential at zero temperature, the lowest excitation energy that the density operator reaches is at most $m_1/m_0$, where $m_1$ is fixed by the f-sum rule and $m_0$ depends on the correlations in the ground state. What remains is to examine the limits of long and short waves, to test the bound on a model of a polar bond, and to see what moving nuclei and nonzero temperature change.
